# Why a Biased Resonant Level Has No Single Local Temperature

Suppose a floating electrode, weakly attached to a current-carrying molecule, settles at 386 K, and this number is then used to predict how strongly a 20 meV vibration of the molecule is excited. The Bose function gives \(1/(e^{20/33.27}-1)=1.21\) quanta. For the resonant level treated below, the current actually maintains 1.55 quanta, so the prediction is 22% too low. Had the temperature come from current noise, 245 K, the prediction would be 0.63 quanta, 59% too low. None of the instruments is faulty. The error lies in carrying a temperature from one of them to another.

## The belief and its appeal

The belief is that a biased junction has a local temperature, higher than that of its electrodes, and that any good thermometer will find it. It has sound roots. Current supplies energy, vibrations do become excited, and noise does grow. In equilibrium one number fixes the electron distribution, the noise and the vibrational populations together. In a conductor where electrons exchange energy among themselves many times before leaving, something close to this survives under bias: the distribution is nearly a Fermi function with a raised temperature.

In a short junction the electrons may leave before such exchange occurs. The limiting model is a non-interacting level of energy \(\varepsilon_0\) coupled to two electrodes, both at temperature \(T\), with \(\mu_L=eV/2\), \(\mu_R=-eV/2\), \(e>0\) and \(V\ge 0\). The widths \(\Gamma_L,\Gamma_R\) do not depend on energy (wide band), and \(\Gamma=\Gamma_L+\Gamma_R\). I set \(\hbar=1\) except in currents, write \(\beta=1/kT\), and treat one spin; the second spin doubles current, noise and vibrational rates, and cancels from every temperature as long as electrons alone damp the vibration.

## The distribution under bias

With \(G^<(t)=i\langle d^\dagger(0)d(t)\rangle\), the electrodes enter through \(\Sigma^<=i(\Gamma_Lf_L+\Gamma_Rf_R)\) and \(G^r=(\omega-\varepsilon_0+i\Gamma/2)^{-1}\). The level has no bound state outside the band, so its initial filling is forgotten and the Keldysh equation reads

\[
G^<=G^r\Sigma^<G^a=i\,\Gamma|G^r|^2\,\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma}\equiv iA f .
\]

Here \(A=\Gamma/[(\omega-\varepsilon_0)^2+\Gamma^2/4]\) is the spectral function, and

\[
f=w_Lf_L+w_Rf_R,\qquad w_a=\Gamma_a/\Gamma .
\]

For a Fermi function, \(y=\ln[(1-f)/f]\) is a straight line in \(\omega\). Test this on \(f\). Far above both chemical potentials \(f_a\to e^{-\beta(\omega-\mu_a)}\), so \(y\to\beta\omega-\ln P\) with \(P=w_Le^{\beta eV/2}+w_Re^{-\beta eV/2}\). Far below, \(1-f_a\to e^{\beta(\omega-\mu_a)}\), so \(y\to\beta\omega+\ln Q\) with \(Q=w_Le^{-\beta eV/2}+w_Re^{\beta eV/2}\). The asymptotes are parallel, with an offset \(\ln PQ\). Let \(p=w_Lw_R\). Since \(w_L^2+w_R^2=1-2p\),

\[
PQ=1-2p+2p\cosh\beta eV=1+4p\sinh^2\frac{eV}{2kT}.
\]

The offset vanishes only when \(V=0\) or one contact is absent. Otherwise no choice of temperature and chemical potential turns \(f\) into a Fermi function.

Take \(\Gamma_L=60\) meV, \(\Gamma_R=40\) meV, \(\varepsilon_0=20\) meV, \(T=100\) K (\(kT=8.617\) meV) and \(V=0.1\) V. Then \(p=0.24\) and the offset is 10.18, where a Fermi function has zero. The function \(f\) is a staircase: 0.9988 at \(-100\) meV, 0.60 at the centre and 0.0018 at \(+100\) meV.

## Floating electronic probes

A weakly coupled third electrode with Fermi function \(f_p\) receives electrons at a rate proportional to \(Af(1-f_p)\) and returns them at a rate proportional to \(A(1-f)f_p\). The difference is \(A(f-f_p)\). If the probe floats electrically and thermally,

\[
\int A(f-f_p)\,d\omega=0,\qquad \int \omega A(f-f_p)\,d\omega=0 .
\]

There is at most one solution. Two Fermi functions of different temperature cross at one energy \(\omega_\times\), and their difference \(\delta\) changes sign there. If both satisfied the first condition, \(\int A\delta\,d\omega=0\), their energy integrals would differ by \(\int(\omega-\omega_\times)A\delta\,d\omega\), whose integrand has one sign. They could not both satisfy the second condition.

For the example the solution is \(kT_p=33.27\) meV, or 386 K. The two conditions were also tested with an actual third electrode of width 2 meV, all electrodes being made of discrete levels in a band of half width 600 meV and evolved in time. With the probe set to the solution for that band, the remaining charge and energy currents into it were about \(10^{-7}\) of those into a probe held at 100 K and \(\mu=0\).

A probe behind a narrow energy filter matches the value and the slope of \(f\) at the filter energy. A Fermi function obeys \(-f_p'=f_p(1-f_p)/kT_p\), so this probe reads \(f(1-f)/(-f')\). To evaluate it, use

\[
f(1-f)=\sum_a w_af_a(1-f_a)+p(f_L-f_R)^2 ,\tag{1}
\]

which follows because \(\sum_a w_af_a^2-(\sum_a w_af_a)^2\) is the variance of a quantity taking two values with weights \(w_L,w_R\). Also \(-f'=\beta\sum_aw_af_a(1-f_a)\). Hence

\[
kT_{\rm filter}(\omega)=kT\left[1+\frac{p(f_L-f_R)^2}{\sum_a w_af_a(1-f_a)}\right]\ \ge kT .
\]

At the centre of the staircase \(f\) is almost flat and the reading is about 8000 K for a filter much narrower than \(kT\); an rms filter width of 5 meV already lowers it to about 6700 K. At \(+100\) meV, in the tail of the left electrode's distribution, it is 100.1 K. Even electronic probes on the same level thus disagree, depending on the energies they accept.

## The noise thermometer

The net particle current from the left is the rate of tunnelling in minus out, \(\Gamma_LA(f_L-f)/2\pi\) per unit energy. As \(f_L-f=w_R(f_L-f_R)\), this equals \(\mathcal T(f_L-f_R)/2\pi\) with transmission \(\mathcal T=\Gamma_L\Gamma_R|G^r|^2\), and

\[
I=\frac{e}{h}\int\mathcal T(f_L-f_R)\,dE .
\]

For the fluctuations, regard each energy interval \(dE\) as sending \(dE/h\) wave packets per second from each side. Let \(a_L,a_R\) be the incoming operators, and \(c=ra_L+t'a_R\) the outgoing one on the left, with \(|t'|^2=\mathcal T\) and \(|r|^2=1-\mathcal T\). The number transferred is

\[
a_L^\dagger a_L-c^\dagger c=\sum_{ij}M_{ij}a_i^\dagger a_j,
\]

with \(M_{LL}=\mathcal T\), \(M_{RR}=-\mathcal T\) and \(|M_{LR}|^2=|M_{RL}|^2=\mathcal T(1-\mathcal T)\). For independent electrons Wick's theorem gives the variance \(\sum_{ij}|M_{ij}|^2f_i(1-f_j)\), that is,

\[
\mathcal T^2\sum_af_a(1-f_a)+\mathcal T(1-\mathcal T)[f_L(1-f_R)+f_R(1-f_L)] .
\]

The last bracket is \(\sum_af_a(1-f_a)+(f_L-f_R)^2\). The one-sided zero-frequency noise is \(2e^2\) times the variance per unit time:

\[
S=\frac{2e^2}{h}\int\Big\{\mathcal T\sum_af_a(1-f_a)+\mathcal T(1-\mathcal T)(f_L-f_R)^2\Big\}dE .
\]

At \(V=0\), \(f(1-f)=kT(-f')\) turns this into \(S=4kTG\), with \(G\) the conductance. The noise thermometer extends that relation to finite bias by defining \(kT_N=S/4G\), with \(G=dI/dV\) taken at fixed \(\varepsilon_0\).

In the example, with both spins, \(S=5.456\times10^{-25}\) A²/Hz and \(G=0.5205\,(2e^2/h)=4.033\times10^{-5}\) S. Therefore \(kT_N=3.38\times10^{-21}\) J \(=21.1\) meV, or 245 K. Using \(I/V=0.6947\,(2e^2/h)\) for \(G\) would give 184 K. The two conductances coincide at zero bias, so equilibrium does not tell us which to choose.

This instrument does not see \(f\) as such. It responds to \(f_L\), \(f_R\) and the partition of electrons between the contacts, which makes its reading a property of the whole junction.

## The vibrational thermometer

Let a vibration of quantum \(\Omega\) couple to the level charge \(n=d^\dagger d\) through \(\lambda n(b+b^\dagger)\), to lowest order in \(\lambda\). The mean charge shifts the rest position; the fluctuations \(\delta n\) exchange energy. Their spectrum, with electrons gaining \(\nu\), is

\[
S_n(\nu)=\int dt\,e^{i\nu t}\langle\delta n(t)\delta n(0)\rangle
=\int dt\,e^{i\nu t}\langle d^\dagger(t)d(0)\rangle\langle d(t)d^\dagger(0)\rangle .
\]

The first average is \(\int\frac{d\omega}{2\pi}Af\,e^{i\omega t}\), the second \(\int\frac{d\omega'}{2\pi}A(1-f)e^{-i\omega't}\). The time integral sets \(\omega'=\omega+\nu\):

\[
S_n(\nu)=\int\frac{d\omega}{2\pi}\,A(\omega)f(\omega)\,A(\omega+\nu)[1-f(\omega+\nu)] .
\]

By the golden rule the electrons absorb a quantum, \(m\to m-1\), at rate \(m\lambda^2S_n(\Omega)\), and emit one, \(m\to m+1\), at rate \((m+1)\lambda^2S_n(-\Omega)\). In the steady state no net flow crosses any rung of the ladder, so \(P_{m+1}/P_m=S_n(-\Omega)/S_n(\Omega)\) for every \(m\). The populations are geometric, and

\[
kT_v=\frac{\Omega}{\ln[S_n(\Omega)/S_n(-\Omega)]} .
\]

If \(f\) were a Fermi function at some \(T^*\), then \(f(\omega)[1-f(\omega+\Omega)]=e^{\Omega/kT^*}f(\omega+\Omega)[1-f(\omega)]\) would give \(T_v=T^*\) for every mode, and the electronic probes would read \(T^*\) as well. That is the true core of the belief. With the staircase, each mode has a flawless Boltzmann distribution, but its temperature depends on \(\Omega\). The example gives 467 K for a 20 meV mode and 382 K for an 80 meV mode. A thermal-looking ladder is therefore no evidence that the electrons driving it are thermal.

For a slow mode, expand the logarithm. In \(S_n(\Omega)-S_n(-\Omega)\) the products of two occupations cancel, leaving \(\int\frac{d\omega}{2\pi}A(\omega)A(\omega+\Omega)[f(\omega)-f(\omega+\Omega)]\approx\Omega\int\frac{d\omega}{2\pi}A^2(-f')\). With (1),

\[
kT_v\to\frac{\int A^2f(1-f)\,d\omega}{\int A^2(-f')\,d\omega}
=kT+p\,\frac{\int A^2(f_L-f_R)^2d\omega}{\int A^2(-f')\,d\omega} .\tag{2}
\]

The numerator, which heats, collects the whole bias window. The denominator, which damps, collects only the two steps of \(f\).

## A limit in closed form

One might suspect that the disagreement comes from the Lorentzian. Let the level be so broad that \(A\) and \(\mathcal T\) are constant over all relevant energies.

For the probe, measure both integrals from the step \(\theta(-\omega)\). Each electrode contributes \(\int(f_a-\theta)\,d\omega=\mu_a\) and \(\int\omega(f_a-\theta)\,d\omega=\mu_a^2/2+\pi^2(kT)^2/6\). The first condition gives \(\mu_p=\sum_aw_a\mu_a\). The second contains \(\sum_aw_a\mu_a^2-\mu_p^2=p(eV)^2\), so

\[
(kT_p)^2=(kT)^2+\frac{3}{\pi^2}\,p\,(eV)^2 .
\]

The other two need one integral. With \(\Delta=\mu_a-\mu_b\), \(f_b(1-f_a)=e^{-\beta\Delta}f_a(1-f_b)\), hence \(f_a-f_b=(1-e^{-\beta\Delta})f_a(1-f_b)\). Integrating,

\[
\int f_a(1-f_b)\,d\omega=\frac{\Delta}{1-e^{-\beta\Delta}}=g(-\Delta),\qquad g(x)=\frac{x}{e^{\beta x}-1},
\]

and \(g(0)=kT\). Since \(g(eV)+g(-eV)=eV\coth(eV/2kT)\), the noise is \(S=(2e^2/h)[2\mathcal T^2kT+\mathcal T(1-\mathcal T)eV\coth(eV/2kT)]\). Dividing by \(4G=4\mathcal Te^2/h\),

\[
kT_N=\mathcal T\,kT+(1-\mathcal T)\frac{eV}{2}\coth\frac{eV}{2kT} .
\]

For the vibration, shifting the second argument by \(\nu\) replaces \(\Delta\) by \(\Delta+\nu\). Apart from a common factor, emission is \(R_e=\sum_{ab}w_aw_b\,g(\Omega-\mu_a+\mu_b)\). Absorption is \(R_a=\sum_{ab}w_aw_b\,g(-\Omega-\mu_a+\mu_b)\), and \(g(-x)=g(x)+x\) gives \(R_a-R_e=\Omega\) after the sum over \(a,b\). The mean number of quanta is \(R_e/(R_a-R_e)\):

\[
\bar m=\frac{(1-2p)g(\Omega)+p[g(\Omega-eV)+g(\Omega+eV)]}{\Omega} .
\]

For \(\Omega\to0\), \(kT_v=\Omega\bar m=(1-2p)kT+p\,eV\coth(eV/2kT)\).

At small bias, \(z\coth z\approx1+z^2/3\) with \(z=eV/2kT\). The relative rises above \(T\) are \((eV/kT)^2\) times

\[
\frac{3p}{2\pi^2}\ \text{(probe)},\qquad \frac{1-\mathcal T}{12}\ \text{(noise)},\qquad \frac p6\ \text{(slow vibration)} .
\]

Probe and slow vibration differ by the factor \(9/\pi^2\approx0.91\) in the first order at which heating appears at all, whatever the asymmetry. A test with \(p=0.24\), \(\mathcal T=0.614\), a total width of 20 eV and \(eV=0.2kT\) gave 0.03645, 0.03211 and 0.03997 from the full integrals, against 0.03648, 0.03213 and 0.04000 from the three formulas. For \(\mathcal T=1\) the noise thermometer reports the electrode temperature at any bias within this limit, while the probe on the same level is hot.

The opposite limit, \(T\to0\) at fixed bias, is starker. The probe reads \(\sqrt{3p}\,eV/\pi\), the noise thermometer \((1-\mathcal T)eV/2\), and a slow mode \(p\,eV\). A mode with \(\Omega>eV\) reads zero: emission needs a filled state below \(eV/2\) and an empty one above \(-eV/2\), and these are at most \(eV\) apart. This last argument holds for any \(A\), to lowest order in \(\lambda\).

## Reading the numbers

With level, widths and electrode temperature fixed, the readings in kelvin grow with bias as follows.

| Bias (mV) | Probe | Noise | 20 meV mode | 80 meV mode |
|---|---|---|---|---|
| 0 | 100 | 100 | 100 | 100 |
| 25 | 128 | 111 | 129 | 116 |
| 50 | 194 | 138 | 201 | 162 |
| 100 | 386 | 245 | 467 | 382 |

Agreement between two instruments does not establish a common temperature. Up to 25 mV the probe and the 20 meV mode nearly coincide, although the noise reading is lower, and at 100 mV the probe nearly coincides with the 80 meV mode instead. Comparing only two instruments, at one bias or over a range of low biases, could thus mislead.

The broad-level formulas are poor at 100 mV, where the window equals the width. They give 329 K for the probe, 183 K for the noise (with \(\mathcal T=0.83\) taken at zero energy) and 339 K for the 20 meV mode.

The 20 meV mode is also sensitive to the level position. Moving the level from 20 to 30 meV lowers its reading from 467 to 383 K, while the probe falls only to 369 K and the noise reading rises to 250 K. Equation (2) shows why. For sharp steps its denominator is \(w_LA^2(eV/2)+w_RA^2(-eV/2)\), which grows by 29% because the level approaches the upper step; the integral of \(A^2\) over the window falls by 9%. With \(kT\) added, this sharp-step estimate drops from 48 to 36 meV. Equation (2) with thermally smeared steps gives 40 and 32 meV, and the full calculation with the finite quantum gives 40 and 33 meV.

## Beside a real junction

The parameters resemble a strongly coupled single-molecule junction at low temperature. A level only 20 meV from the middle of the window is untypical; molecular levels often lie some tenths of an eV away. The assumption most directly broken for the vibration is that electrons alone damp it. With \(\lambda=5\) meV the electrons of one spin damp the 20 meV mode by 0.048 meV. An assumed 0.05 meV of damping into electrode phonons at 100 K then lowers its reading from 467 to 291 K. With both spins the electronic damping doubles to 0.096 meV and the mode reads about 350 K, still below the electronic probe.

Coulomb repulsion is the more serious limit of the model. For a screened energy of 50 meV, half the level width, the bias raises the level by about 4 meV in mean field, which lowers the reading of the 20 meV mode by some 35 K, and the second-order electron–electron broadening is about 5 meV, 5% of \(\Gamma\); the scattering behind it, included as a self-energy without vertex corrections, lowers the same reading by about 9 K on its own, and by only 4 to 5 K more once the level has been shifted. Charging energies of molecules can well exceed \(\Gamma\); these estimates then fail, and so may the whole single-particle picture. The other corrections are smaller here: the motion of the vibration itself, which for \(\lambda=5\) meV moves the level by about 10 meV rms and lowers the reading of the 20 meV mode by roughly 5 to 10 K depending on the approximation, a static level shift of about 1.2 meV per spin (the mean displacement of the vibration, with both spins, lowers the level by about 2.4 meV, which raises the reading of the 20 meV mode by some 20 K unless \(\varepsilon_0\) already includes it), changes of about 1% or less in the three main readings for a band of half width 2 eV, and electrode heating of roughly 0.04 K for diffusive heat flow with a conductivity of 100 W/(m K) and a contact radius of 10 nm, or roughly 0.2 to 1 K if the heat carriers' mean free path exceeds that radius and lies between 20 and 100 nm.

A reported junction temperature therefore needs its instrument named: the energies a probe accepts, the conductance used to convert noise, or the frequency and other damping of a mode. For independent electrons on a single level, it may be carried from an electronic probe to a vibration coupled to that level when the electrons dominate the damping of that mode and \(\ln[(1-f)/f]\) has been shown to be close to a straight line over all the energies that either instrument samples. Straightness only where their ranges overlap is not enough: in the example a probe filtered to 5 meV rms around \(+100\) meV sees an almost perfectly straight line and reads 100 K, while the 20 meV mode reads 467 K. A small absolute deviation of \(f\) from a Fermi function is not enough, because a fast mode samples the tails. With \(w_L=0.99\) and the example's level, total width, bias and electrode temperature, \(f\) lies within 0.01 of the left electrode's Fermi function, yet the probe reads 117 K and the 80 meV mode 163 K. The remaining values are in the numerical output.

## Computed results

```
Electrode temperature: 100 K, kT = 8.617 meV
Level 20 meV, widths 60 and 40 meV, bias 100 mV
Weights wL, wR: 0.60, 0.40
f at -100 meV: 0.9988
f at -50 meV: 0.8000
f at 0 meV: 0.5994
f at 50 meV: 0.3000
f at 100 meV: 0.0018
Offset of the two asymptotes of ln[(1-f)/f]: 10.177
Current, both spins: 5.382 uA
dI/dV and I/V: 0.5205, 0.6947 (2e^2/h)
One-sided noise, both spins: 5.456e-25 A^2/Hz
Wide-band probe: 386.0 K = 33.27 meV, mu = 14.68 meV
Filtered probe at 0 meV: 7997 K
Filtered probe at 100 meV: 100.1 K
Noise reading with dI/dV: 245.0 K = 21.11 meV
Noise reading with I/V: 183.6 K
Vibration 20 meV: 467.3 K = 40.27 meV
Mean quanta in that mode: 1.555
Vibration 80 meV: 381.8 K
Bias (mV): probe, noise dI/dV, 20 meV mode, 80 meV mode (K)
  0: 100.0, 100.0, 100.0, 100.0
  10: 105.0, 102.0, 105.0, 102.8
  25: 128.4, 111.3, 129.0, 116.4
  50: 194.4, 138.4, 201.0, 162.4
  75: 282.0, 179.6, 307.0, 247.9
  100: 386.0, 245.0, 467.3, 381.8
Transmission at 0 meV: 0.8276
Broad-level formulas at the example's bias (K):
  probe 329.0, noise 182.8, 20 meV mode 338.9
Small-bias coefficients, broad test level (formula / numerical):
  its transmission: 0.6144, its wL*wR: 0.24
  probe: 0.03648 / 0.03645
  noise: 0.03213 / 0.03211
  slow vibration: 0.04000 / 0.03997
Test probe electrode: residual/cold charge current 9.3e-08
Test probe electrode: residual/cold energy current 1.2e-07
Neglected, for coupling 5 meV, phonon damping 0.05 meV:
  electronic damping of 20 meV mode: 0.0481 meV
  20 meV mode with phonon damping: 290.6 K
  polaron shift: 1.25 meV
Coulomb energy 50 meV: bias-induced level shift 4.63 meV
  electron-electron broadening: 5.114 meV
Level moved by 10 meV: probe, noise, 20 meV mode 368.6, 249.8, 382.6 K
Half band 2000 meV: probe, noise, 20 meV mode 384.8, 242.6, 462.2 K
Joule power: 0.538 uW; electrode rise 0.043 K
  (conductivity 100 W/(m K), radius 10 nm)
```
